# Donor–acceptor ion pairing from a screened Coulomb pair partition function: a program that tests the result

```python
"""
Donor-acceptor ion pairing: the result under test is
    P / ((ND - P) (NA - P)) = K,
    K = integral from a to R of 4 pi r^2 exp((l/r) exp(-kappa r)) dr.
P: pair density; ND, NA: total donor and acceptor densities;
a: contact distance; R: association cutoff; kappa: inverse screening length;
l = 2/(eps kT): distance at which the bare Coulomb energy equals kT.
Rydberg atomic units: lengths in bohr, energies in Ry, e^2 = 2.
The simulation uses the contact distance as its unit of length.
"""
from itertools import combinations, permutations
from math import comb, factorial, pi
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expi, gammaln


def association_constant(a, cutoff, l, kappa):
    """Pair partition function by quadrature of its definition."""
    def integrand(r):
        return 4 * pi * r**2 * np.exp(l * np.exp(-kappa * r) / r)
    edges = np.geomspace(a, cutoff, 10)
    return sum(quad(integrand, lo, hi, epsrel=1e-10)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def best_cutoff(l, kappa):
    """Cutoff at the minimum of the pair integrand."""
    if kappa == 0:
        return l / 2
    x = brentq(lambda y: y * np.exp(y) / (1 + y) - kappa * l / 2, 0, 50)
    return x / kappa


def pair_density(nd, na, k):
    """Physical root of the mass-action law, in a cancellation-free form."""
    s = nd + na + 1 / k
    return 2 * nd * na / (s + np.sqrt(s * s - 4 * nd * na))


def mean_pairs(n_donors, n_acceptors, k_over_volume):
    """Mean number of pairs from the full sum over pair numbers."""
    n = np.arange(min(n_donors, n_acceptors) + 1)
    logw = (n * np.log(k_over_volume) - gammaln(n + 1)
            - gammaln(n_donors - n + 1) - gammaln(n_acceptors - n + 1))
    w = np.exp(logw - logw.max())
    return float((n * w).sum() / w.sum())


def simulate(n_ions, density, l, kappa, cutoff, k, steps, burn, rng):
    """Metropolis sampling of donors among frozen random acceptors.
    Contact distance is 1. Proposals mix uniform and near-acceptor positions;
    their probability density is divided out in the acceptance rule."""
    volume = n_ions / density
    box = volume ** (1 / 3)
    acceptors = rng.random((n_ions, 3)) * box
    grid = np.linspace(1, cutoff, 20001)
    f = grid**2 * np.exp(l * np.exp(-kappa * grid) / grid)
    cdf = np.concatenate(([0], np.cumsum((f[1:] + f[:-1]) / 2)))
    cdf /= cdf[-1]

    def distances(x, others):
        d = x - others
        d -= box * np.rint(d / box)
        return np.sqrt((d * d).sum(axis=1))

    def evaluate(x, i, donors):
        ra = distances(x, acceptors)
        if ra.min() < 1:
            return None
        attraction = l * np.exp(-kappa * ra) / ra
        near = ra < cutoff
        proposal = (0.5 / volume
                    + 0.5 * np.exp(attraction[near]).sum() / (n_ions * k))
        rd = distances(x, donors)
        rd[i] = 1e6  # removes the donor's interaction with itself
        rd = np.maximum(rd, 1e-9)
        energy = (l * np.exp(-kappa * rd) / rd).sum() - attraction.sum()
        return energy, np.log(proposal), bool(near.any())

    donors = np.empty((n_ions, 3))
    for i in range(n_ions):
        while True:
            x = rng.random(3) * box
            if distances(x, acceptors).min() > cutoff:
                donors[i] = x
                break
    paired = np.zeros(n_ions, dtype=bool)
    count, total = 0, 0
    for step in range(steps + burn):
        i = int(rng.integers(n_ions))
        if rng.random() < 0.5:
            x = rng.random(3) * box
        else:
            direction = rng.normal(size=3)
            direction /= np.sqrt(direction @ direction)
            radius = np.interp(rng.random(), cdf, grid)
            x = acceptors[rng.integers(n_ions)] + radius * direction
            x = x % box
        new = evaluate(x, i, donors)
        if new is not None:
            old = evaluate(donors[i], i, donors)
            log_ratio = old[0] - new[0] + old[1] - new[1]
            if np.log(1 - rng.random()) < log_ratio:
                donors[i] = x
                paired[i] = new[2]
                count = int(paired.sum())
        if step >= burn:
            total += count
    return total / (steps * n_ions)


# Worked example: chosen model parameters
eps, kT, a = 12.0, 0.0032, 5.0
NA, ND = 1.5e-7, 1.5e-8
holes = NA - ND
bohr = const.physical_constants["Bohr radius"][0]
rydberg_joule = const.Rydberg * const.h * const.c
bohr_cm = bohr * 100
kelvin_per_ry = rydberg_joule / const.k

l = 2 / (eps * kT)
kappa = np.sqrt(4 * pi * l * holes)
R = best_cutoff(l, kappa)
K = association_constant(a, R, l, kappa)
P = pair_density(ND, NA, K)
fraction = P / ND

# Coulomb length from SI constants
l_si = const.e**2 / (4 * pi * const.epsilon_0 * eps * kT * rydberg_joule)
assert abs(l_si / bohr / l - 1) < 1e-7

# Number of ways to form n pairs, by explicit enumeration
for n in range(4):
    matchings = {frozenset(zip(d, q))
                 for d in combinations(range(3), n)
                 for q in permutations(range(4), n)}
    assert len(matchings) == comb(3, n) * comb(4, n) * factorial(n)

# Full sum over pair numbers against the closed root
big_nd, big_na = 2000, 20000
sum_fraction = mean_pairs(big_nd, big_na, K * NA / big_na) / big_nd
assert abs(sum_fraction - fraction) < 1e-3

# Cutoff: direct minimization of the logarithm of the integrand
found = minimize_scalar(
    lambda r: 2 * np.log(r) + l * np.exp(-kappa * r) / r,
    bounds=(a, 3 * l), method="bounded", options={"xatol": 1e-7})
assert abs(found.x / R - 1) < 1e-4
energy_at_R = l * np.exp(-kappa * R) / R
assert abs(energy_at_R - 2 / (1 + kappa * R)) < 1e-9

# Unscreened closed form and its leading large-b form
b = l / a
K0 = association_constant(a, l / 2, l, 0)
K0_closed = 4 * pi * l**3 / 6 * (
    expi(b) - expi(2) - np.exp(b) * (2 + b + b*b) / b**3 + np.exp(2))
assert abs(K0_closed / K0 - 1) < 1e-7
K0_leading = 4 * pi * a**4 / l * np.exp(b)
b_large = 100.0
K_large = association_constant(1, b_large / 2, b_large, 0)
series = 4 * pi / b_large * np.exp(b_large) * (1 + 4 / b_large)
assert abs(K_large / series - 1) < 0.003

# Potential of the screening cloud at its ion, in units of the ion's charge
cloud = quad(lambda r: 4 * pi * r**2
             * (-kappa**2 * np.exp(-kappa * r) / (4 * pi * r)) / r,
             1e-10, 40 / kappa)[0]
assert abs(cloud / (-kappa) - 1) < 1e-6
self_energy = l * cloud / 2
K_weak = K0 * np.exp(2 * self_energy)
assert abs(K / K_weak - 1) < 0.05

# Growth of K with the volume when the cutoff is made very large
far = 40 * R
growth = association_constant(a, far, l, kappa) / (4 * pi * far**3 / 3)
assert abs(growth - 1) < 0.01

# Sensitivity to the cutoff
cut_rows = []
for scale in (0.8, 1.0, 1.25):
    kc = association_constant(a, scale * R, l, kappa)
    cut_rows.append((scale, kc, pair_density(ND, NA, kc) / ND))
assert max(abs(row[2] - fraction) for row in cut_rows) < 0.03

# Second donor around a contact pair whose first donor lies on the z axis
nodes, weights = np.polynomial.legendre.leggauss(240)
rr = (R - a) / 2 * nodes[:, None] + (R + a) / 2
mu = nodes[None, :]
dd = np.sqrt(np.maximum(rr**2 + a*a - 2 * rr * a * mu, 1e-16))
boltz = np.exp(l * np.exp(-kappa * rr) / rr - l * np.exp(-kappa * dd) / dd)
K_second = float(2 * pi * (R - a) / 2 * np.sum(
    weights[:, None] * weights[None, :] * rr**2 * boltz))
triplets = K_second * (ND - P) / 2
overlap = NA * 4 * pi * R**3 / 3
assert triplets < 0.01 and overlap < 0.03

# Upper bound on extra screening by mobile donors
kappa_up = np.sqrt(4 * pi * l * (holes + ND))
K_up = association_constant(a, best_cutoff(l, kappa_up), l, kappa_up)
fraction_up = pair_density(ND, NA, K_up) / ND
assert 0 < fraction - fraction_up < 0.03

# Temperature dependence at fixed dopant densities
temperature_rows = []
for kt in (0.0026, 0.0032, 0.0038):
    lt = 2 / (eps * kt)
    kap = np.sqrt(4 * pi * lt * holes)
    kk = association_constant(a, best_cutoff(lt, kap), lt, kap)
    temperature_rows.append((kt, kk, pair_density(ND, NA, kk) / ND))
assert temperature_rows[0][2] > temperature_rows[1][2] > temperature_rows[2][2]

# Interacting many-ion simulation in a dilute case
sim_l, sim_kappa, sim_n = 15.0, 0.1, 24
sim_R = best_cutoff(sim_l, sim_kappa)
sim_K = association_constant(1, sim_R, sim_l, sim_kappa)
sim_density = 2 / sim_K
rng = np.random.default_rng(12345)
runs = [simulate(sim_n, sim_density, sim_l, sim_kappa, sim_R, sim_K,
                 20000, 3000, rng) for _ in range(3)]
sim_fraction = float(np.mean(runs))
sim_sum = mean_pairs(sim_n, sim_n, sim_K * sim_density / sim_n) / sim_n
sim_law = pair_density(sim_density, sim_density, sim_K) / sim_density
# Tolerance covers sampling noise and the small nonideal terms
assert abs(sim_fraction - sim_sum) < 0.03
assert abs(sim_fraction - sim_law) < 0.04

print(f"dielectric constant: {eps:.0f}")
print(f"kT: {kT:.4f} Ry")
print(f"temperature: {kT * kelvin_per_ry:.0f} K")
print(f"contact distance a: {a:.1f} bohr")
print(f"acceptor density NA: {NA:.3e} bohr^-3")
print(f"NA converted: {NA / bohr_cm**3:.3e} cm^-3")
print(f"donor density ND: {ND:.3e} bohr^-3")
print(f"hole density: {holes:.3e} bohr^-3")
print(f"Coulomb length l: {l:.3f} bohr")
print(f"b = l/a: {b:.3f}")
print(f"kappa: {kappa:.6f} bohr^-1")
print(f"screening length: {1 / kappa:.2f} bohr")
print(f"kappa*l: {kappa * l:.4f}")
print(f"cutoff R: {R:.3f} bohr")
print(f"kappa*R: {kappa * R:.4f}")
print(f"|u(R)|/kT: {energy_at_R:.4f}")
print(f"|u(a)|/kT: {l * np.exp(-kappa * a) / a:.4f}")
print(f"K0 unscreened: {K0:.4e} bohr^3")
print(f"K0 leading term only: {K0_leading:.4e} bohr^3")
print(f"K0*exp(-kappa*l): {K_weak:.4e} bohr^3")
print(f"K screened: {K:.4e} bohr^3")
print(f"K converted: {K * bohr_cm**3:.3e} cm^3")
print(f"K*NA: {K * NA:.4f}")
print(f"pair density P: {P:.4e} bohr^-3")
print(f"paired donor fraction: {fraction:.4f}")
print(f"fraction from finite sum: {sum_fraction:.4f}")
print(f"fraction with K0: {pair_density(ND, NA, K0) / ND:.4f}")
print(f"charged centres left: {NA + ND - 2 * P:.4e} bohr^-3")
print(f"charged centres left/total: {1 - 2 * P / (NA + ND):.4f}")
for scale, kc, fr in cut_rows:
    print(f"cutoff {scale:.2f} R: K={kc:.4e} bohr^3, fraction={fr:.4f}")
print(f"K(40R)/sphere volume: {growth:.4f}")
for kt, kk, fr in temperature_rows:
    print(f"kT={kt:.4f} Ry: K={kk:.4e} bohr^3, fraction={fr:.4f}")
print(f"fraction, mobile-donor screening bound: {fraction_up:.4f}")
print(f"second-donor constant: {K_second:.4e} bohr^3")
print(f"triplets per pair, estimate: {triplets:.2e}")
print(f"NA*(association sphere): {overlap:.4f}")
print(f"simulation l/a, kappa*a: {sim_l:.1f}, {sim_kappa:.2f}")
print(f"simulation donors, acceptors: {sim_n}, {sim_n}")
print(f"simulation K*density: {sim_K * sim_density:.2f}")
print("simulation fractions by run: " + ", ".join(f"{v:.3f}" for v in runs))
print(f"simulation mean fraction: {sim_fraction:.3f}")
print(f"finite-sum fraction, same case: {sim_sum:.3f}")
print(f"mass-action fraction, same case: {sim_law:.3f}")
print("verified")
```

Running it gives:

```
dielectric constant: 12
kT: 0.0032 Ry
temperature: 505 K
contact distance a: 5.0 bohr
acceptor density NA: 1.500e-07 bohr^-3
NA converted: 1.012e+18 cm^-3
donor density ND: 1.500e-08 bohr^-3
hole density: 1.350e-07 bohr^-3
Coulomb length l: 52.083 bohr
b = l/a: 10.417
kappa: 0.009400 bohr^-1
screening length: 106.38 bohr
kappa*l: 0.4896
cutoff R: 25.407 bohr
kappa*R: 0.2388
|u(R)|/kT: 1.6144
|u(a)|/kT: 9.9384
K0 unscreened: 1.0050e+07 bohr^3
K0 leading term only: 5.0384e+06 bohr^3
K0*exp(-kappa*l): 6.1595e+06 bohr^3
K screened: 6.2386e+06 bohr^3
K converted: 9.245e-19 cm^3
K*NA: 0.9358
pair density P: 7.0705e-09 bohr^-3
paired donor fraction: 0.4714
fraction from finite sum: 0.4714
fraction with K0: 0.5866
charged centres left: 1.5086e-07 bohr^-3
charged centres left/total: 0.9143
cutoff 0.80 R: K=6.0278e+06 bohr^3, fraction=0.4630
cutoff 1.00 R: K=6.2386e+06 bohr^3, fraction=0.4714
cutoff 1.25 R: K=6.5021e+06 bohr^3, fraction=0.4814
K(40R)/sphere volume: 1.0032
kT=0.0026 Ry: K=3.8087e+07 bohr^3, fraction=0.8396
kT=0.0032 Ry: K=6.2386e+06 bohr^3, fraction=0.4714
kT=0.0038 Ry: K=1.9660e+06 bohr^3, fraction=0.2238
fraction, mobile-donor screening bound: 0.4653
second-donor constant: 9.6168e+04 bohr^3
triplets per pair, estimate: 3.81e-04
NA*(association sphere): 0.0103
simulation l/a, kappa*a: 15.0, 0.10
simulation donors, acceptors: 24, 24
simulation K*density: 2.00
simulation fractions by run: 0.504, 0.508, 0.500
simulation mean fraction: 0.504
finite-sum fraction, same case: 0.505
mass-action fraction, same case: 0.500
verified
```
